# Why two parallel-spin hydrogen atoms repel despite attractive electrostatics: test program

```python
# Result under test: for two hydrogen atoms with parallel spins and frozen 1s
# orbitals a, b (exponent 1) at separation R, classical electrostatics Q is
# attractive at R = 3 bohr, while orthogonalization raises the kinetic energy:
#   Q       = exp(-2R) (1/R + 5/8 - 3R/4 - R^2/6)
#   Delta T = 2 S exp(-R) R^2 / (3 (1 - S^2)),  S = <a|b>
# The interaction energy is Q + Delta T + changes of nuclear attraction and
# electron repulsion. Atomic units inside; eV and nm in the printed output.
import numpy as np
from scipy import constants
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

EV = constants.physical_constants["Hartree energy in eV"][0]
NM = constants.physical_constants["Bohr radius"][0] * 1e9


def electrostatic(R):
    return np.exp(-2*R) * (1/R + 5/8 - 3*R/4 - R**2/6)


def exchange_integral(R):
    """Self-repulsion of the charge a*b, in spheroidal coordinates."""
    def integrand(inner, outer):
        q0 = 0.5 * np.log((outer + 1) / (outer - 1))
        p2_outer = 1.5 * outer**2 - 0.5
        q2 = p2_outer * q0 - 1.5 * outer
        p2_inner = 1.5 * inner**2 - 0.5
        monopole = (2*inner**2 - 2/3) * (2*outer**2 - 2/3) * q0
        quadrupole = 5 * (4/15)**2 * p2_inner * q2
        return np.exp(-R * (inner + outer)) * (monopole + quadrupole)
    value = dblquad(integrand, 1, 1 + 40/R, lambda x: 1, lambda x: x,
                    epsabs=1e-12, epsrel=1e-9)[0]
    return R**5 / 8 * 2 * value


def closed_forms(R):
    S = np.exp(-R) * (1 + R + R**2/3)
    Q = electrostatic(R)
    v_aa = -1 - 1/R + np.exp(-2*R) * (1 + 1/R)
    v_ab = -2 * np.exp(-R) * (1 + R)
    J = Q - 1/R - 2 * (v_aa + 1)
    K = exchange_integral(R)
    dT = 2 * S * np.exp(-R) * R**2 / (3 * (1 - S**2))
    dNe = 2 * S * (S * v_aa - v_ab) / (1 - S**2)
    dEe = (S**2 * J - K) / (1 - S**2)
    return dict(S=S, Q=Q, J=J, K=K, dT=dT, dNe=dNe, dEe=dEe,
                t_ab=np.exp(-R) * (1 + R - R**2/3) / 2,
                E=Q + dT + dNe + dEe)


def make_molecule(R, basis):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], basis=basis,
                 unit="Bohr", spin=2, verbose=0)


# exp(-r) as a discretized integral over Gaussians exp(-s r^2).
# The coefficients refer to normalized Gaussian primitives.
widths = np.exp(-4.6 + 0.45 * np.arange(40))
weights = widths**(-1.25) * np.exp(-1 / (4 * widths))
slater_basis = {"H": [[0] + [[float(s), float(w)]
                             for s, w in zip(widths, weights)]]}


def explicit_functions(R):
    """Expectation values of explicitly written two-electron functions."""
    mol = make_molecule(R, slater_basis)
    S = mol.intor("int1e_ovlp")
    T = mol.intor("int1e_kin")
    N = mol.intor("int1e_nuc")
    G = mol.intor("int2e").reshape(2, 2, 2, 2)

    def expectation(C):
        def one_body(A, B):
            return np.einsum("ij,ik,jl,kl->", C, A, B, C)
        norm = one_body(S, S)
        kinetic = (one_body(T, S) + one_body(S, T)) / norm
        nuclear = (one_body(N, S) + one_body(S, N)) / norm
        repulsion = np.einsum("ij,ikjl,kl->", C, G, C) / norm
        return np.array([kinetic, nuclear, repulsion])

    product = expectation(np.array([[0., 1.], [0., 0.]]))
    triplet = expectation(np.array([[0., 1.], [-1., 0.]]))
    singlet = expectation(np.array([[0., 1.], [1., 0.]]))
    return S, T, G, product, triplet, singlet


for distance in (2.0, 3.0, 5.0):
    f = closed_forms(distance)
    S, T, G, product, triplet, singlet = explicit_functions(distance)
    tol = 2e-6  # finite Gaussian representation of the nuclear cusp
    assert abs(T[0, 0] - 0.5) < tol
    assert abs(S[0, 1] - f["S"]) < tol
    assert abs(T[0, 1] - f["t_ab"]) < tol
    assert abs(G[0, 0, 1, 1] - f["J"]) < tol
    assert abs(G[0, 1, 0, 1] - f["K"]) < tol
    assert abs(product.sum() + 1/distance + 1 - f["Q"]) < tol
    shifts = triplet - product
    assert np.allclose(shifts, [f["dT"], f["dNe"], f["dEe"]],
                       rtol=0, atol=tol)
    assert abs(triplet.sum() + 1/distance + 1 - f["E"]) < tol
    assert singlet[0] < product[0] < triplet[0]
    # Symmetrically orthogonalized orbitals share the kinetic rise equally.
    values, vectors = np.linalg.eigh(S)
    L = vectors @ np.diag(values**-0.5) @ vectors.T
    orbital_kinetic = np.diag(L.T @ T @ L)
    assert np.allclose(orbital_kinetic - 0.5, f["dT"]/2, rtol=0, atol=tol)
    midpoint_ratio = np.sum(L.sum(axis=0)**2) / 2
    assert abs(midpoint_ratio - 1/(1 + f["S"])) < tol
    if distance == 3.0:
        singlet_change = singlet[0] - product[0]
        density_ratio = midpoint_ratio

R = 3.0
f = closed_forms(R)
step = 0.01
slope_Q = (electrostatic(R + step) - electrostatic(R - step)) / (2*step)
slope_E = (closed_forms(R + step)["E"]
           - closed_forms(R - step)["E"]) / (2*step)
zero_Q = brentq(electrostatic, 0.5, 2.5)
minimum_Q = minimize_scalar(electrostatic, bounds=(1.4, 4.0),
                            method="bounded").x
assert f["Q"] < 0 and slope_Q > 0
assert f["E"] > 0 and slope_E < 0
assert f["dT"] > f["E"] and f["dNe"] < 0 and f["dEe"] < 0
assert zero_Q < minimum_Q < R

# Relaxed orbitals: unrestricted Hartree-Fock for two parallel spins.
mol = make_molecule(R, "aug-cc-pvtz")
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")
h = T + mol.intor("int1e_nuc")
with mol.with_rinv_origin((0, 0, 0)):
    atom_h = T - mol.intor("int1e_rinv")
atom_levels, atom_orbitals = eigh(atom_h, S)
atom_energy = atom_levels[0]
atom_kinetic = atom_orbitals[:, 0] @ T @ atom_orbitals[:, 0]
mf = scf.UHF(mol)
mf.conv_tol = 1e-10
hf_total = mf.kernel()
assert mf.converged
hf_energy = hf_total - 2 * atom_energy
hf_kinetic = np.einsum("sij,ji->", np.asarray(mf.make_rdm1()), T)
hf_kinetic_rise = hf_kinetic - 2 * atom_kinetic

# Full configuration interaction over all pairs of parallel-spin orbitals.
values, vectors = np.linalg.eigh(S)
X = vectors / np.sqrt(values)
n = len(S)
h_orth = X.T @ h @ X
g = mol.intor("int2e").reshape(n, n, n, n)
for _ in range(4):
    g = np.tensordot(g, X, axes=(0, 0))
i, j = np.triu_indices(n, 1)
I, J = i[:, None], j[:, None]
K, L = i[None, :], j[None, :]
H = (h_orth[I, K] * (J == L) + h_orth[J, L] * (I == K)
     - h_orth[I, L] * (J == K) - h_orth[J, K] * (I == L)
     + g[I, K, J, L] - g[I, L, J, K])
ci_total = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0] + 1/R
ci_energy = ci_total - 2 * atom_energy
assert ci_total <= hf_total + 1e-8
assert 0 < ci_energy < f["E"]
assert hf_kinetic_rise > hf_energy > 0

# Slow head-on encounter whose classical turning point is at R.
reduced_mass = (constants.proton_mass / constants.electron_mass + 1) / 2
relative_speed = np.sqrt(2 * f["E"] / reduced_mass)
blur_length = (2 * reduced_mass * abs(slope_E))**(-1/3)
assert relative_speed < 0.1 and blur_length < R


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Separation", R, "bohr", 1)
show("Separation, converted", R * NM, "nm")
show("Orbital exponent", 1.0, "1/bohr", 1)
show("Overlap S", f["S"])
show("Kinetic integral t_aa", 0.5 * EV, "eV")
show("Kinetic integral t_ab", f["t_ab"] * EV, "eV")
show("Coulomb integral J", f["J"] * EV, "eV")
show("Exchange integral K", f["K"] * EV, "eV")
show("Classical electrostatic energy Q", f["Q"] * EV, "eV")
show("Slope dQ/dR", slope_Q * EV / NM, "eV/nm")
show("Q changes sign at", zero_Q * NM, "nm")
show("Q has its minimum at", minimum_Q * NM, "nm")
show("Kinetic rise from orthogonalization", f["dT"] * EV, "eV")
show("Kinetic rise per orbital", f["dT"] * EV / 2, "eV")
show("Nuclear-attraction change", f["dNe"] * EV, "eV")
show("Electron-repulsion change", f["dEe"] * EV, "eV")
show("Net frozen-orbital interaction E", f["E"] * EV, "eV")
show("Slope dE/dR", slope_E * EV / NM, "eV/nm")
show("Midpoint density / frozen density", density_ratio)
show("Singlet kinetic change (control)", singlet_change * EV, "eV")
print("Distance table: R (nm), Q (eV), kinetic rise (eV), E (eV)")
for distance in (2.0, 3.0, 4.0, 5.0):
    row = closed_forms(distance)
    assert row["Q"] < 0 < row["E"] < row["dT"]
    print(f"{distance*NM:.4f}  {row['Q']*EV:.4f}  "
          f"{row['dT']*EV:.4f}  {row['E']*EV:.4f}")
show("UHF/aug-cc-pVTZ interaction", hf_energy * EV, "eV", 3)
show("UHF/aug-cc-pVTZ kinetic rise", hf_kinetic_rise * EV, "eV", 3)
show("Full-CI/aug-cc-pVTZ interaction", ci_energy * EV, "eV", 3)
show("UHF minus frozen interaction", (hf_energy - f["E"]) * EV, "eV", 3)
show("Full CI minus UHF", (ci_energy - hf_energy) * EV, "eV", 3)
show("Laboratory energy for this turning point", 2*f["E"]*EV, "eV", 3)
show("Quantum blur of turning point", blur_length * NM, "nm")
show("Relative nuclear speed / Bohr speed", relative_speed)
print("verified")
```

Printed output:

```
Separation: 3.0 bohr
Separation, converted: 0.1588 nm
Orbital exponent: 1.0 1/bohr
Overlap S: 0.3485
Kinetic integral t_aa: 13.6057 eV
Kinetic integral t_ab: 0.6774 eV
Coulomb integral J: 8.7023 eV
Exchange integral K: 1.5921 eV
Classical electrostatic energy Q: -0.1883 eV
Slope dQ/dR: 4.7445 eV/nm
Q changes sign at: 0.0729 nm
Q has its minimum at: 0.0991 nm
Kinetic rise from orthogonalization: 3.2246 eV
Kinetic rise per orbital: 1.6123 eV
Nuclear-attraction change: -1.4083 eV
Electron-repulsion change: -0.6091 eV
Net frozen-orbital interaction E: 1.0189 eV
Slope dE/dR: -27.3548 eV/nm
Midpoint density / frozen density: 0.7416
Singlet kinetic change (control): -2.5261 eV
Distance table: R (nm), Q (eV), kinetic rise (eV), E (eV)
0.1058  -0.5192  8.7783  4.1894
0.1588  -0.1883  3.2246  1.0189
0.2117  -0.0437  1.0435  0.2392
0.2646  -0.0088  0.2979  0.0523
UHF/aug-cc-pVTZ interaction: 0.816 eV
UHF/aug-cc-pVTZ kinetic rise: 2.436 eV
Full-CI/aug-cc-pVTZ interaction: 0.765 eV
UHF minus frozen interaction: -0.203 eV
Full CI minus UHF: -0.051 eV
Laboratory energy for this turning point: 2.038 eV
Quantum blur of turning point: 0.0115 nm
Relative nuclear speed / Bohr speed: 0.0090
verified
```
